# Poisson phonon replicas of a localized electron at zero temperature

## Definitions and conventions

A single localized level, with spin left out, can be empty or hold one electron. The operator \(c^\dagger\) fills it, and \(\hat n=c^\dagger c\) has the values 0 and 1. The surrounding lattice is described by harmonic modes \(q\) with operators obeying \([b_q,b_{q'}^\dagger]=\delta_{qq'}\). The independent-boson Hamiltonian is

\[
H=\varepsilon\hat n+\sum_q\hbar\omega_q b_q^\dagger b_q
+\hat n\sum_q\left(g_q^*b_q+g_qb_q^\dagger\right). \tag{1}
\]

Each \(g_q\) is an energy. Zero-point energies are dropped because they are the same for the empty and the occupied site. The electron cannot leave the site, the coupling is linear in the lattice displacements, and charging the site changes no frequency.

The initial state \(|i\rangle\) is the empty site with every mode in its ground state, written \(|0\rangle\) for the lattice. Its energy is zero. The electron-addition spectrum is

\[
A(E)=\sum_f\left|\langle f|c^\dagger|i\rangle\right|^2\delta(E-E_f), \tag{2}
\]

where \(f\) runs over the eigenstates of the occupied site. It has the unit of inverse energy. Its area is \(\langle i|cc^\dagger|i\rangle=1\), because the site starts empty.

The result concerns modes of one common frequency, \(\omega_q=\omega\):

\[
A(E)=\sum_{n=0}^{\infty}e^{-S}\frac{S^n}{n!}\,
\delta(E-\varepsilon+S\hbar\omega-n\hbar\omega),
\qquad S=\sum_q\frac{|g_q|^2}{(\hbar\omega)^2}. \tag{3}
\]

The lines are equally spaced, and the number of phonons left behind has a Poisson distribution with mean \(S\). The common frequency is a real condition, as the second derivation shows.

## First derivation: the displaced oscillator

**One mode carries all the coupling.** Let \(g\) be real with \(g^2=\sum_q|g_q|^2\), and define \(b=\sum_q g_q^*b_q/g\). Then

\[
[b,b^\dagger]=\frac{1}{g^2}\sum_q|g_q|^2=1 ,
\]

so \(b\) is a proper mode operator. It can be completed by orthogonal combinations \(d_j\) to a unitary rotation of the \(b_q\). Such a rotation preserves the total phonon number, so for equal frequencies \(\sum_q\hbar\omega b_q^\dagger b_q=\hbar\omega b^\dagger b+\sum_j\hbar\omega d_j^\dagger d_j\). The interaction contains \(b\) alone. The modes \(d_j\) therefore stay in their ground states and drop out.

**The levels.** Since \(\hat n\) commutes with \(H\), we may set \(\hat n=1\):

\[
H_1=\varepsilon+\hbar\omega b^\dagger b+g(b+b^\dagger).
\]

Put \(\alpha=g/\hbar\omega\) and \(B=b+\alpha\). Adding a number leaves the commutator unchanged, \([B,B^\dagger]=1\). Substituting \(b=B-\alpha\) and \(g=\hbar\omega\alpha\) gives

\[
\begin{aligned}
H_1&=\varepsilon+\hbar\omega(B^\dagger-\alpha)(B-\alpha)
+\hbar\omega\alpha(B+B^\dagger-2\alpha)\\
&=\varepsilon+\hbar\omega B^\dagger B-\hbar\omega\alpha(B+B^\dagger)
+\hbar\omega\alpha^2+\hbar\omega\alpha(B+B^\dagger)-2\hbar\omega\alpha^2\\
&=\varepsilon-S\hbar\omega+\hbar\omega B^\dagger B,
\qquad S=\alpha^2 .
\end{aligned}\tag{4}
\]

This is an oscillator of the same frequency about a new equilibrium. Its eigenstates \(|n_B\rangle\) have energies \(\varepsilon-S\hbar\omega+n\hbar\omega\). They are the usual oscillator functions moved rigidly in position, so they form a complete set.

**The weights.** The lattice has no time to move while the electron is inserted, so it is still in \(|0\rangle\), for which \(b|0\rangle=0\). In terms of the new operator,

\[
B|0\rangle=\alpha|0\rangle. \tag{5}
\]

Take the product of this equation with \(\langle(n-1)_B|\). Because \(B^\dagger|(n-1)_B\rangle=\sqrt n\,|n_B\rangle\), the left side is \(\sqrt n\,\langle n_B|0\rangle\). Hence

\[
\langle n_B|0\rangle=\frac{\alpha}{\sqrt n}\langle(n-1)_B|0\rangle
=\frac{\alpha^n}{\sqrt{n!}}\langle0_B|0\rangle .
\]

Completeness fixes the remaining factor:

\[
1=\sum_n|\langle n_B|0\rangle|^2
=|\langle0_B|0\rangle|^2\sum_n\frac{S^n}{n!}
=|\langle0_B|0\rangle|^2e^{S}.
\]

The weight of line \(n\) is thus \(P_n=e^{-S}S^n/n!\). With the energies of (4), this is equation (3).

**In terms of force and mass.** Let the mode have coordinate \(x\), mass \(M\) and stiffness \(K=M\omega^2\), and let the electron exert a force \(F\), so that the interaction is \(-Fx\hat n\). With \(\ell=\sqrt{\hbar/M\omega}\) and \(x=\ell(b+b^\dagger)/\sqrt2\), we read off \(g=-F\ell/\sqrt2\). The occupied potential is

\[
\tfrac12Kx^2-Fx=\tfrac12K(x-x_0)^2-E_p,\qquad
x_0=\frac{F}{M\omega^2},\qquad E_p=\frac{F^2}{2M\omega^2}. \tag{6}
\]

Therefore

\[
S=\frac{g^2}{(\hbar\omega)^2}=\frac{F^2}{2M\hbar\omega^3}
=\frac{E_p}{\hbar\omega}. \tag{7}
\]

\(S\) is the relaxation energy counted in phonons.

## Second derivation: evolution in time

This route uses no eigenstates of the occupied lattice, and the frequencies may differ. Since \(\int dt\,e^{i(E-E_f)t/\hbar}=2\pi\hbar\,\delta(E-E_f)\), definition (2) is equivalent to

\[
A(E)=\int_{-\infty}^{\infty}\frac{dt}{2\pi\hbar}\,
e^{i(E-\varepsilon)t/\hbar}\,C(t),\qquad
C(t)=\langle0|U(t)|0\rangle. \tag{8}
\]

Here \(U\) is the lattice evolution operator in the interaction picture. The free lattice factor acts on \(\langle0|\) and gives 1, because that state has zero energy. Different modes commute, so \(U\) is a product with one factor per mode. With the index \(q\) suppressed, each factor obeys \(U(0)=1\) and

\[
\frac{dU}{dt}=-\frac{i}{\hbar}
\left(g^*be^{-i\omega t}+gb^\dagger e^{i\omega t}\right)U. \tag{9}
\]

Try \(U=e^{\phi}e^{ub^\dagger}e^{vb}\), with functions \(\phi,u,v\) that vanish at \(t=0\). Differentiation gives

\[
\frac{dU}{dt}=(\dot\phi+\dot u\,b^\dagger)U
+e^{\phi}e^{ub^\dagger}\dot v\,b\,e^{vb}.
\]

To bring \(b\) to the left, use \(e^{ub^\dagger}be^{-ub^\dagger}=b+u[b^\dagger,b]=b-u\). The series stops there because the commutator is a number. Hence

\[
\frac{dU}{dt}=\left[\dot\phi+\dot u\,b^\dagger+\dot v(b-u)\right]U .
\]

Comparison with (9) gives three equations:

\[
\dot v=-\frac{ig^*}{\hbar}e^{-i\omega t},\qquad
\dot u=-\frac{ig}{\hbar}e^{i\omega t},\qquad
\dot\phi=u\dot v .
\]

The second integrates to \(u=-(g/\hbar\omega)(e^{i\omega t}-1)\). With \(S_q=|g_q|^2/(\hbar\omega_q)^2\), the third becomes

\[
\dot\phi=iS_q\omega_q\left(1-e^{-i\omega_qt}\right),\qquad
\phi=iS_q\omega_qt-S_q\left(1-e^{-i\omega_qt}\right).
\]

In the vacuum expectation value, \(e^{vb}|0\rangle=|0\rangle\) and \(\langle0|e^{ub^\dagger}=\langle0|\), so only \(e^\phi\) remains. The product over modes is

\[
C(t)=\exp\sum_q\left[iS_q\omega_qt-S_q\left(1-e^{-i\omega_qt}\right)\right]. \tag{10}
\]

For one common frequency, with \(S=\sum_qS_q\), expand the exponential that contains \(e^{-i\omega t}\):

\[
C(t)=e^{iS\omega t}e^{-S}\sum_n\frac{S^n}{n!}e^{-in\omega t}.
\]

Inserted in (8), term \(n\) gives \(\delta(E-\varepsilon+S\hbar\omega-n\hbar\omega)\). This is equation (3) again.

## What each derivation assumes

Both need a linear coupling, unchanged frequencies, an immobile electron and a lattice that starts in its ground state. They differ in the rest.

The first needs a common frequency in order to reduce the lattice to one mode. In return it gives the final states themselves, and with them other processes. Suppose the electron is removed from the relaxed occupied site. The initial lattice state is \(|0_B\rangle\), and \(b|0_B\rangle=-\alpha|0_B\rangle\). The same recursion gives the weights \(P_n\), since the sign disappears on squaring. The removal energy is the initial minus the final energy, \(\varepsilon-E_p-n\hbar\omega\). The removal ladder therefore runs downward from the line at which the addition ladder begins.

The second gives the spectrum without the final states, and it holds for any finite set of frequencies. Equation (10) is then a product of Poisson series, with lines at

\[
E=\varepsilon-\sum_qS_q\hbar\omega_q+\sum_qn_q\hbar\omega_q .
\]

The total number of phonons is a sum of independent Poisson numbers, hence still Poisson with mean \(\sum_qS_q\). The energy is no longer fixed by that total number, however, and in general the lines no longer form one equally spaced ladder with Poisson weights. The lowest line keeps the weight \(\exp(-\sum_qS_q)\).

## Shape and limits

The sums \(\sum_n nP_n=S\) and \(\sum_n n(n-1)P_n=S^2\) give a phonon-number variance \(S^2+S-S^2=S\). The spectrum thus has

\[
\bar E=\varepsilon-S\hbar\omega+S\hbar\omega=\varepsilon,\qquad
\sigma_E^2=S(\hbar\omega)^2=E_p\hbar\omega. \tag{11}
\]

The mean is the vertical energy, the cost of adding the electron to the unrelaxed lattice. The lowest line lies \(E_p\) below it, where the lattice ends fully relaxed. For removal the mean is \(\varepsilon-2E_p\).

The width has a simple origin. At a frozen coordinate \(x\) the addition energy is \(\varepsilon-Fx\), and zero-point motion spreads \(x\) with standard deviation \(\ell/\sqrt2\). The product \(F\ell/\sqrt2=|g|\) is \(\sigma_E\).

For \(S\ll1\), the lowest line has weight \(1-S\) and the first replica has weight \(S\), to first order in \(S\). In general \(P_n/P_{n-1}=S/n\), so the weights rise while \(n<S\) and then fall. For \(S\gg1\) the envelope follows from short times. With \(\theta=\omega t\),

\[
\ln C=S\left(i\theta-1+e^{-i\theta}\right)
=-\frac{S\theta^2}{2}+\frac{iS\theta^3}{6}+\dots
\]

The first term confines \(\theta\) to about \(1/\sqrt S\), where the second is of order \(1/(6\sqrt S)\) and fades. The envelope tends to a Gaussian of variance (11). The comb beneath it comes from the later revivals of \(C\) at \(t=2\pi/\omega,4\pi/\omega,\dots\)

## An electron trapped in amorphous titanium dioxide

Take a film of amorphous titanium dioxide in which an electron is trapped on a titanium site. Rough inputs are a phonon quantum of 0.10 eV, a relaxation energy of 0.35 eV and the mass of one oxygen atom, 16 u. Energies are measured from \(\varepsilon\). Then

\[
S=\frac{0.35\ \mathrm{eV}}{0.10\ \mathrm{eV}}=3.5,\qquad
\omega=\frac{0.10\ \mathrm{eV}}{\hbar}=1.52\times10^{14}\ \mathrm{s^{-1}} .
\]

From (6), \(F=\sqrt{2M\omega^2E_p}=8.3\) nN and \(x_0=2E_p/F=13.5\) pm. If \(x\) is a breathing motion shared equally by six neighbours, each moves \(13.5/\sqrt6=5.5\) pm.

The lowest line, at −0.35 eV, has weight \(e^{-3.5}=0.030\). The next three have weights 0.106, 0.185 and 0.216. The strongest is \(n=3\), at −0.05 eV, as \(n<S\) requires; the line at +0.05 eV follows with 0.189. The first ten lines hold 99.7 percent of the area. The standard deviation is \(\sqrt{3.5}\times0.10=0.187\) eV. Mean addition and mean removal energies differ by \(2E_p=0.70\) eV.

These weights were tested against a diagonalization of the oscillator on a position grid, with potentials \(\tfrac12Kx^2\) and \(\tfrac12Kx^2-Fx\) and no use of displaced-state formulas. The two columns of weights in the numerical output agree to the five decimals shown.

## How far neglected effects move the numbers

**Temperature.** In an initial state with \(m\) phonons, the energy transfer has mean \(\varepsilon\) and variance \(g^2\langle m|(b+b^\dagger)^2|m\rangle=g^2(2m+1)\). The thermal average is \(S(\hbar\omega)^2(2N+1)\), where \(N\) is the Bose occupation. At 300 K, \(N=0.021\), and the standard deviation grows from 0.187 to 0.191 eV. A weight of 0.0023 appears below the old lowest line.

The weight at zero net phonons rises, from 0.0302 to 0.0334. The reason is the \(1\to1\) transition. From \(|1\rangle=(B^\dagger-\alpha)|0\rangle\),

\[
\langle1_B|1\rangle=\langle0_B|0\rangle-\alpha\langle1_B|0\rangle
=(1-S)\langle0_B|0\rangle ,
\]

so its probability is \((1-S)^2=6.25\) times that of \(0\to0\). This outweighs the small loss of population from the ground state.

**Site disorder.** Let \(\varepsilon\) vary from site to site with a Gaussian standard deviation of 60 meV, while \(S\) and \(\omega\) stay fixed. Each line acquires a full width at half maximum of \(2.355\times60=141\) meV, more than the spacing of 100 meV. The summed spectrum has a single maximum. With 10 meV instead, nine maxima stand above 5 percent of the highest. The envelope survives the disorder: variances add, giving \(\sqrt{0.187^2+0.060^2}=0.196\) eV.

**Transfer to a neighbour.** Let an equal site be reached by a matrix element \(-J\). Between the two relaxed states, both lattice sites must change their configuration. Each contributes an overlap \(e^{-S/2}\), so the effective element is \(-Je^{-S}\), and the splitting is \(2Je^{-S}\) to first order in \(J\). For \(J=0.10\) eV this is 6.0 meV, while diagonalization gives 7.7 meV; first order is no longer accurate at \(J=\hbar\omega\). The lowest pair of states carries weight 0.041 instead of 0.030.

The width is simpler. Acting on the newly added electron, \(H-\varepsilon\) produces one state with a phonon, of squared norm \(g^2\), and an orthogonal one with the electron moved, of squared norm \(J^2\). The variance is \(g^2+J^2\), and the standard deviation is 0.212 eV. With \(z\) equal neighbours there are \(z\) such orthogonal states, and the variance is \(g^2+zJ^2\). At the same \(J\) this gives 0.235 eV for two neighbours, 0.255 eV for three and 0.308 eV for six.

**A second frequency.** Keep \(E_p\) at 0.35 eV but give one fifth of it to a 40 meV mode. Then \(\sum_qS_q=0.28/0.10+0.07/0.040=4.55\), and the lowest weight falls to \(e^{-4.55}=0.011\), about a third of its former value. The lowest line stays at −0.35 eV. The soft mode has \(N=0.27\) at 300 K, so for it the zero-temperature assumption is much poorer.

**A softer occupied site.** At fixed force, let charging multiply the frequency by \(r=0.90\). The displacement becomes \(X=x_0/r^2\). The two ground states are Gaussians proportional to \(e^{-x^2/2\ell^2}\) and \(e^{-r(x-X)^2/2\ell^2}\). Completing the square in their product,

\[
x^2+r(x-X)^2=(1+r)\left(x-\frac{rX}{1+r}\right)^2+\frac{rX^2}{1+r},
\]

and integrating with normalized functions gives, with \(x_0^2/\ell^2=2S\),

\[
P_0=\frac{2\sqrt r}{1+r}\exp\left[-\frac{2S}{r^3(1+r)}\right]. \tag{12}
\]

At \(r=1\) this returns \(e^{-S}\). At \(r=0.90\) the exponent is −5.05 and \(P_0=0.0064\), smaller by a factor of 4.7. The lowest line moves to \(-0.35/0.81-0.005=-0.437\) eV, where the last term is the change in zero-point energy.

**Anharmonic bonds.** Replace the harmonic potential by six equal Morse bonds with the same initial stiffness and an inverse length \(a=15\) nm⁻¹, a rough choice. The force stretches the bonds and so explores their softer side. A force that stayed constant at any distance would in the end pull such bonds apart, so the occupied states meant here are those of the local well, which lies behind a high barrier. The lowest line moves to −0.391 eV and its weight falls to 0.013. The leading cubic term, \(-\tfrac12Kx^3a/\sqrt6\) evaluated at \(x_0\), gives \(-0.35\times15\times0.0055=-0.029\) eV. The remaining −0.012 eV comes from higher orders and zero-point energy together.

**Beside a real film.** The quantum of 0.10 eV lies near the top of the polar phonon energies of titanium oxides, and the relaxation energy of 0.35 eV is an illustrative input, not a value measured or computed for such a film. Real films break the assumptions of a single frequency and of identical sites. Temperature, disorder and transfer to a single neighbour move the standard deviation by no more than about 13 percent. A titanium site has several neighbours, however, and six of them at \(J=0.10\) eV would raise it by 65 percent. The lowest weight ranges from 0.006 to 0.041 in the cases above, and its upper end too holds for one neighbour only. A broad band with one maximum and only a faint residual ripple is what this model predicts for an ensemble with 60 meV of disorder, and the absence of visible replicas there would not argue against phonon coupling. The model also presupposes a localized level before the lattice relaxes. The inputs used here would not supply one on an ordered lattice. For equal sites on a simple cubic lattice with \(J=0.10\) eV, the band bottom at \(-6J=-0.60\) eV lies below the relaxed level at −0.35 eV. With the lattice treated as classical and static, the trapped state is the lowest one only for \(J\) below about 0.065 eV. The example therefore requires a site that disorder has made deeper than its neighbours or more weakly connected to them. If the electron first enters an extended state, equation (3) does not describe its addition spectrum.

## Calculated quantities

```
Phonon quantum: 0.100 eV
Relaxation energy: 0.350 eV
Mode mass: 16.0 u
Angular frequency: 1.5193e+14 rad/s
Force on the mode: 8.293 nN
Mode displacement: 13.52 pm
Coupling magnitude |g|: 0.1871 eV
Mean phonon number S: 3.5000
Addition lines: n, energy from vertical (eV), grid weight, Poisson
  0  -0.350  0.03020  0.03020
  1  -0.250  0.10569  0.10569
  2  -0.150  0.18496  0.18496
  3  -0.050  0.21579  0.21579
  4  +0.050  0.18881  0.18881
  5  +0.150  0.13217  0.13217
  6  +0.250  0.07710  0.07710
  7  +0.350  0.03855  0.03855
  8  +0.450  0.01687  0.01687
  9  +0.550  0.00656  0.00656
Sum of these ten weights: 0.99669
Mean addition energy: 0.0000 eV
Standard deviation at T = 0: 0.1871 eV
Highest removal line: -0.3500 eV
Mean removal energy: -0.7000 eV
Temperature: 300 K
Bose occupation, main mode: 0.0213
Thermal standard deviation: 0.1910 eV
Thermal weight at zero net phonons: 0.03343
Thermal weight below that line: 0.00230
Narrow broadening, std dev: 10 meV
Visible maxima, narrow case: 9
Site disorder, std dev: 60 meV
Visible maxima with site disorder: 1
Transfer J to one neighbour: 0.100 eV
Splitting 2J exp(-S): 6.039 meV
Splitting by diagonalization: 7.671 meV
Ground-state lowering by transfer: 21.05 meV
Lowest-doublet weight with transfer: 0.04118
Standard deviation with transfer: 0.2121 eV
Soft-mode quantum: 40 meV
Soft-mode share of relaxation: 0.20
Total S with soft mode: 4.5500
Zero-phonon weight with soft mode: 0.01057
Bose occupation, soft mode: 0.2704
Occupied/empty frequency ratio: 0.90
Lowest line, softened site: -0.4371 eV
Zero-phonon weight, softened site: 0.00638
Morse inverse length: 15.0 1/nm
Harmonic shift per bond: 5.52 pm
Lowest line, Morse bonds: -0.3908 eV
Zero-phonon weight, Morse bonds: 0.01307
```
